# Optimum Bend Radius for a Lossy Waveguide: Question and Model Answers

**The setting.** A single-mode waveguide turns through 90 degrees along a circular arc of radius $R$. Its guided power $P$ falls with arc length $s$ as $dP/ds=-\alpha P$, with

$$\alpha(R)=A+K e^{-R/R_0}.$$

Here $A\ge 0$ is the propagation loss, from scattering and absorption. The second term is bend radiation, with $K>0$ and $R_0>0$. All three constants are taken as independent of $R$. The light is assumed to be in the mode of the bend from start to finish, so the transitions at the two ends are left out until part (f).

Integrating gives $\ln(P_{\rm in}/P_{\rm out})=\alpha\times$ (arc length). The loss in decibels is this number times $10/\ln 10$. The factor multiplies $A$ and $K$ alike, so both may be quoted in dB per length without changing any condition on $A/K$.

## (a) Stationary radii

*Write the quarter-turn loss $L(R)$ in scaled form. For which values of $A$ does it have a local minimum at a finite radius $R>0$?*

**Answer.** The arc length is $\pi R/2$, so

$$L(R)=\frac{\pi}{2}R\left[A+Ke^{-R/R_0}\right].$$

Set $x=R/R_0$ and $a=A/K$. Taking out the positive factor $KR_0$ gives

$$L=\frac{\pi}{2}KR_0\,f(x),\qquad f(x)=x\left(a+e^{-x}\right).$$

The product rule gives

$$f'(x)=a+e^{-x}-xe^{-x}=a-g(x),\qquad g(x)=(x-1)e^{-x}.$$

Stationary radii therefore solve $g(x)=a$. To count them, differentiate $g$:

$$g'(x)=e^{-x}-(x-1)e^{-x}=(2-x)e^{-x}.$$

Thus $g$ rises from $g(0)=-1$, crosses zero at $x=1$, and reaches its largest value $g(2)=e^{-2}$. It then falls towards zero but stays positive. There are four cases.

- **$0<a<e^{-2}$.** The level $a$ is crossed once on the way up, at $x_1$ with $1<x_1<2$, and once on the way down, at $x_2>2$. Since $f''=-g'=(x-2)e^{-x}$, the curvature is negative at $x_1$ and positive at $x_2$. The first is a local maximum and the second a local minimum.
- **$a=e^{-2}$.** The two points merge at $x=2$. There $f'=0$, but $f'>0$ on both sides, so $f$ keeps rising through a level inflection. There is no minimum.
- **$a>e^{-2}$.** Now $f'>0$ everywhere, and the loss rises steadily with radius.
- **$a=0$.** The only root is $x=1$, a maximum. Beyond it the loss falls towards zero as $R\to\infty$ without reaching a minimum.

Hence a finite-radius local minimum exists if and only if

$$0<A<\frac{K}{e^{2}}.$$

The upper bound has a direct meaning. Lengthening the radius adds path, which costs loss, and weakens radiation, which saves it. The radiation part of the loss, $xe^{-x}$, has slope $-(x-1)e^{-x}$. Its steepest fall is $e^{-2}$, at $R=2R_0$. If the propagation loss adds more than this per unit of $x$, the saving can never win.

## (b) Position and depth of the minimum

*Find the stationary radii in closed form, the radiation loss at the minimum, and the value of $L$ there. Examine the limits $A\ll K$ and $A\to K/e^2$ from below.*

**Answer.** Put $y=x-1$ in $(x-1)e^{-x}=a$. Since $e^{-x}=e^{-1}e^{-y}$, this becomes $ye^{-y}=ea$, or

$$(-y)e^{-y}=-ea.$$

The Lambert function $W(z)$ is defined by $We^W=z$, so $-y=W(-ea)$. For $-1/e<z<0$ it has two real branches, $W_0>-1$ and $W_{-1}<-1$. They give $y<1$ and $y>1$ respectively, so

$$x_1=1-W_0(-ea),\qquad x_2=1-W_{-1}(-ea).$$

At the minimum, $a=(x_2-1)e^{-x_2}$. Multiplying by $K$ and solving for the radiation loss per length,

$$Ke^{-x_2}=\frac{A}{x_2-1}.$$

Since $x_2>2$, radiation is the smaller of the two losses at the optimum. Substituting $a$ into $f$,

$$f(x_2)=x_2e^{-x_2}\left[(x_2-1)+1\right]=x_2^2e^{-x_2},$$

$$L_{\min}=\frac{\pi}{2}KR_0\,x_2^2e^{-x_2}.$$

**Small propagation loss.** The logarithm of $a=(x_2-1)e^{-x_2}$ gives

$$x_2=\ln\frac{K}{A}+\ln(x_2-1).$$

For $A\ll K$ the first term dominates. The optimum radius then grows only logarithmically as the guide is made cleaner. The equation can be solved by repeated substitution: the derivative of its right side is $1/(x_2-1)$, which is below one at the root, so errors shrink near it.

**Near the threshold.** Let $a=e^{-2}(1-\delta)$ with $0<\delta\ll1$. From $g''(x)=(x-3)e^{-x}$ we have $g''(2)=-e^{-2}$, hence

$$g(x)\simeq e^{-2}\left[1-\tfrac12(x-2)^2\right],\qquad x\simeq2\pm\sqrt{2\delta}.$$

For $\delta=0.01$ this gives 1.859 and 2.141. The full roots are 1.865 and 2.149. The maximum and minimum approach each other as a square root and vanish together.

## (c) In what sense is it a minimum?

*Is $L_{\min}$ the lowest loss of all radii? Does the optimum survive if the two straight guides must join fixed end points?*

**Answer.** It is not the lowest value of the formula, because $L\to0$ as $R\to0$: the path length vanishes while the assumed radiation rate stays finite. As $f$ rises continuously from zero to $f(x_1)>f(x_2)$, there is one radius $R_c<R_0x_1$ at which $L(R_c)=L_{\min}$. For $R\ge R_c$, the curve rises to the maximum, falls to the minimum and rises again, so nothing lies below $L_{\min}$. The local minimum is therefore the best choice among all $R\ge R_c$.

The second question changes what is held fixed. Suppose the straight guides, extended to a sharp corner, have total length $\ell$ and the same propagation loss $A$. A bend of radius $R$ removes a length $R$ from each arm, so the whole route loses

$$L_{\rm route}=A(\ell-2R)+\frac{\pi}{2}R\left[A+Ke^{-R/R_0}\right].$$

Its derivative is

$$\frac{dL_{\rm route}}{dR}=-\left(2-\frac{\pi}{2}\right)A+\frac{\pi}{2}K(1-x)e^{-x}.$$

For $A>0$ and $x\ge1$ the first term is negative and the second is not positive. The route loss then falls with $R$ until an arm is used up, because the arc is shorter than the corner it replaces. The optimum of part (a) concerns the loss of the bend itself, with no credit for straight guide removed.

## (d) Why the radiation is exponential

*A slab of width $w$ is bent to radius $R$. Treat the field $E$ as a scalar, with $k$ the vacuum wavenumber, $n$ the index and $\beta$ the propagation constant along the arc $r=R$. Estimate $R_0$ from tunnelling through the cladding.*

**Answer.** For $E(r)e^{i\nu\phi}$ the wave equation in polar coordinates is

$$\frac{d^2E}{dr^2}+\frac1r\frac{dE}{dr}+\left(k^2n^2-\frac{\nu^2}{r^2}\right)E=0.$$

Define $u=R\ln(r/R)$. Then $d/du=(r/R)\,d/dr$, and applying it twice gives

$$\frac{d^2E}{du^2}=\frac{r^2}{R^2}\left(\frac{d^2E}{dr^2}+\frac1r\frac{dE}{dr}\right).$$

Multiply the wave equation by $r^2/R^2=e^{2u/R}$ and write $\beta=\nu/R$:

$$\frac{d^2E}{du^2}+\left[k^2n^2e^{2u/R}-\beta^2\right]E=0.$$

The bend acts like a straight guide whose index grows outwards. In the outer cladding, of index $n_{\rm cl}$, the field first decays at the local rate

$$p(u)=\sqrt{\beta^2-k^2n_{\rm cl}^2e^{2u/R}}.$$

It becomes a travelling wave beyond the point $u_t$ where $p=0$. In the leading semiclassical estimate the escaping power carries the factor $\exp(-2\int p\,du)$.

Start the integral at $u=0$, where $p=\gamma=\sqrt{\beta^2-k^2n_{\rm cl}^2}$. The true start is the core edge near $u=w/2$. For large $R$ this changes the integral by about $\gamma w/2$, which does not grow with $R$ and so belongs in $K$. Differentiating $p^2$,

$$2p\,dp=-\frac2R\left(\beta^2-p^2\right)du,\qquad du=-\frac{Rp\,dp}{\beta^2-p^2}.$$

The limits $u=0,u_t$ become $p=\gamma,0$, and the minus sign reverses them:

$$\int_0^{u_t}p\,du=R\int_0^\gamma\frac{p^2}{\beta^2-p^2}dp=R\int_0^\gamma\left[\frac{\beta^2}{\beta^2-p^2}-1\right]dp.$$

The remaining integral is elementary, so

$$\frac1{R_0}\simeq2\left[\beta\,\mathrm{artanh}\frac{\gamma}{\beta}-\gamma\right].$$

This is a large-radius result. It uses the straight guide's $\beta$ and ignores the change of $\beta$ caused by bending.

## (e) A numerical case

*Take a slab with effective core index 1.60, cladding index 1.444 and width 1.0 µm at wavelength 1.55 µm, with $A=2$ dB/cm. Its straight mode has $\beta=6.2398$ µm⁻¹ and $\gamma=2.1614$ µm⁻¹. Leaky modes of the bent slab, computed with outgoing waves, radiate 4.058 dB/cm at $R=50$ µm and 0.01628 dB/cm at 80 µm. Find the optimum radius and its loss, and judge the exponential law.*

**Answer.** Dividing the two radiation losses removes $K$:

$$R_0=\frac{80-50}{\ln(4.058/0.01628)}\ \text{µm}=5.44\ \text{µm}.$$

The tunnelling formula gives 5.36 µm, about 1.4% below this value. Then

$$K=4.058\,e^{50/5.436}\ \text{dB/cm}\simeq4.0\times10^4\ \text{dB/cm}.$$

This $K$ is an extrapolation to zero radius, not the loss of any real bend. The threshold is $K/e^2\simeq5.4\times10^3$ dB/cm, so $A=2$ dB/cm meets the condition by a wide margin.

With $A/K=4.993\times10^{-5}$, the equation to solve is $x_2=9.905+\ln(x_2-1)$. Starting from 10, successive substitution gives 12.10, 12.31 and 12.33. Thus

$$R_{\min}=12.33\times5.436\ \text{µm}\simeq67\ \text{µm}.$$

The radiation loss there is $2/11.33=0.177$ dB/cm. With $R_{\min}=67.0\times10^{-4}$ cm,

$$L_{\min}=\frac{\pi}{2}(67.0\times10^{-4})(2+0.177)\ \text{dB}=0.0229\ \text{dB}.$$

The minimum is lopsided. At $0.8R_{\min}$ the loss is 0.0344 dB, 50% above the minimum, because radiation per length has grown by $e^{0.2\times12.33}\simeq12$. At $1.25R_{\min}$ it is 0.0264 dB, only 15% above, because the penalty is mainly the extra path. For $A/K$ as small as this, erring towards a larger radius is the safer choice. The rule is not general: at $A=0.3\,K/e^2$ the penalties are 5.8% at $0.8R_{\min}$ and 6.1% at $1.25R_{\min}$, so the order has already reversed.

The exponential was fixed at 50 and 80 µm. The ratio of computed radiation to the exponential is 1.011 at 60 µm, 1.009 at 70 µm and 0.965 at 40 µm. Minimizing with the computed radiation itself gives 67.1 µm and 0.0229 dB, so the law is adequate near the optimum. At 20 µm the ratio has dropped to 0.79. The threshold's merger radius, $2R_0\simeq11$ µm, lies further out of range still, so the threshold is a property of the assumed law, not of this slab. For the slab's own leaky mode the rate of saving, $-d(R\alpha_{\rm rad})/dR$, does not peak at 11 µm: it is about $4.9\times10^3$ dB/cm there and is still rising, near $9\times10^3$ dB/cm, at 5 µm. The equal-loss radius $R_c$ comes out as 3.6 nm, far smaller than the guide's width. It has no physical meaning and confirms that the small-radius branch offers no usable bend.

## (f) Junctions and the real device

*The bend joins straight guides abruptly at both ends. Each junction loses 0.0317 dB at $R_{\min}$ through mode mismatch. How does this loss scale with $R$, and where does the optimum move? Compare the model with a real guide.*

**Answer.** For large $R$, $e^{2u/R}\simeq1+2u/R$, so bending adds a perturbation $2k^2n^2u/R$ to the straight guide's equation. It mixes other modes into the guided one with amplitudes proportional to $1/R$. The mismatched power, and hence the junction loss $J$, scales as $1/R^2$ at leading order. The computed overlaps give $J(80\ \text{µm})/J(160\ \text{µm})=4.22$, against 4 from this law.

At $R_{\min}$ the two junctions lose 0.0634 dB, 2.8 times the whole loss of the original model. The total is 0.0863 dB, and $R_{\min}$ is no longer the optimum. At larger radii bend radiation is negligible, so

$$L_{\rm tot}\simeq\frac{\pi}{2}AR+\frac{C}{R^2},\qquad C=0.0634\times67.0^2\simeq285\ \text{dB µm}^2.$$

Setting the derivative $\frac{\pi}{2}A-2C/R^3$ to zero, with $\frac{\pi}{2}A=3.14\times10^{-4}$ dB/µm,

$$R=\left(\frac{2C}{\pi A/2}\right)^{1/3}\simeq122\ \text{µm}.$$

The value of $C$ taken at 67 µm includes higher orders: $2JR^2$ falls to 266 dB µm² at 100 µm and tends to about 256 dB µm² at large $R$. Minimizing with the computed overlaps and the exponential radiation gives 120 µm and a total of 0.056 dB. These junction losses are plain field overlaps and are good to about 10%. Matching also the derivative along the guide, which carries the factor $\nu/r$ in the bend, lowers them by about 7% and moves the optimum to about 117 µm and 0.054 dB. Moving the cut-off of the leaky tail by half a micrometre shifts the abrupt-junction loss by under 1%, and the smaller offset-junction loss below by 1 to 3%.

Shifting the straight guide outwards by 59 nm at each junction lowers the mismatch at $R_{\min}$ to 0.0077 dB per junction. With the uncertainties just named this residual lies between about 0.0065 and 0.008 dB, at a shift of 56 to 59 nm. The pair still adds 0.013 to 0.016 dB, more than half of $L_{\min}$, because a shift does not reproduce the changed shape of the mode. In the plain overlap the first-order change of shape alone leaves 0.0054 dB per junction; higher orders and the leaky tail supply the rest.

**Beside a real guide.** The numbers are rough values in the regime of a silicon nitride strip in silica, for which bend radii of tens of micrometres to about a hundred are ordinary at moderate confinement. A loss of 2 dB/cm is on the high side; good nitride guides reach a few tenths of a dB/cm or less. With $A=0.2$ dB/cm and the same $K$ and $R_0$, the equation of part (b) gives $x_2\simeq14.8$ and $R_{\min}\simeq81$ µm, a modest move for a tenfold cleaner guide as long as the junctions are ignored. With abrupt junctions the optimum scales as $A^{-1/3}$ and moves from 120 to about 254 µm. The assumption that matters most among those sized here is the neglect of the junctions: if they are abrupt, the optimum moves from 67 to roughly 120 µm at $A=2$ dB/cm.

Temperature matters less. A rough thermo-optic slope of $2\times10^{-5}$ K⁻¹ and a 50 K rise, applied to the core alone, lower $R_0$ by 1.3%. At fixed $K$, $A$ and radius, this cuts radiation at $R_{\min}$ by about 15%, or roughly 1% of $L_{\min}$. A silica cladding also warms, with a slope near $1\times10^{-5}$ K⁻¹, and this halves the cut to 7 or 8%. The constants $K$ and $R_0$ belong to the slab: a strip radiates in two transverse dimensions, and its loss carries an extra factor $R^{-1/2}$. With the same $R_0$ and the same loss at 50 µm this lowers the optimum by about 0.6 µm at $A=2$ dB/cm and about 1.2 µm at $A=0.2$ dB/cm. The change of $R_0$ matters far more. A nitride layer of index 1.996 has slab index 1.60 at a thickness of about 217 nm. A strip of that thickness and 1.0 µm width has a semi-vectorial quasi-TE mode index of 1.518, against 1.539 for the scalar slab. The formula of part (d) then gives $R_0\simeq7.9$ µm instead of 5.4 µm, and with the same $K$ and $A=2$ dB/cm the junction-free optimum moves from 67 to nearly 100 µm. Extra sidewall scattering in the bend, leakage to the substrate, the effect of the vector field on $K$ and on the junctions, and interference between the junctions have not been sized. The remaining computed values are in the numerical output.

## Table of computed values

```
critical A/K = 0.135335
A/(K/e^2) = 0.00: local minima found = 0
A/(K/e^2) = 0.01: local minima found = 1
A/(K/e^2) = 0.50: local minima found = 1
A/(K/e^2) = 0.99: local minima found = 1
A/(K/e^2) = 1.00: local minima found = 0
A/(K/e^2) = 1.01: local minima found = 0
A/(K/e^2) = 2.00: local minima found = 0
A/(K/e^2) = 0.01: R_max/R0 = 1.0037, R_min/R0 = 8.6384
A/(K/e^2) = 0.50: R_max/R0 = 1.2320, R_min/R0 = 3.6783
A/(K/e^2) = 0.99: R_max/R0 = 1.8648, R_min/R0 = 2.1486
wavelength = 1.55 um, slab width = 1.00 um
core index = 1.600, cladding index = 1.444
straight-mode effective index = 1.5393
beta = 6.2398 1/um, cladding decay gamma = 2.1614 1/um
bend loss at 50 um = 4.0579 dB/cm
bend loss at 80 um = 0.01628 dB/cm
R0 from bent modes = 5.436 um
R0 from tunnelling formula = 5.361 um
K = 4.006e+04 dB/cm
computed/exponential bend loss at 40 um = 0.9648
computed/exponential bend loss at 60 um = 1.0111
computed/exponential bend loss at 70 um = 1.0092
A = 2.00 dB/cm, threshold K/e^2 = 5421 dB/cm
A/K = 4.9929e-05, R_min/R0 = 12.3326
local-maximum radius (model) = 5.437 um
optimum radius R_min = 67.04 um
radiation loss at R_min = 0.1765 dB/cm
quarter-turn loss at R_min = 0.02292 dB
quarter-turn loss at 0.8 R_min = 0.03437 dB
quarter-turn loss at 1.25 R_min = 0.02643 dB
small radius with the same model loss = 3.645 nm
optimum without exponential law = 67.12 um, loss = 0.02294 dB
mismatch loss per abrupt junction at R_min = 0.03169 dB
two abrupt junctions / model loss = 2.765
junction loss ratio, 80 um to 160 um = 4.219
best lateral offset at R_min = 58.6 nm
mismatch loss per offset junction = 0.00771 dB
optimum radius with two abrupt junctions = 119.8 um
total loss there = 0.05592 dB
computed/exponential bend loss at 20 um = 0.793
core index rise of 0.0010 changes R0 by -1.30 percent
```
